# The small-component norm of the hydrogenic Dirac 1s state: verification in Python

```python
"""Small-component norm of the Dirac 1s state in the potential -Z/r.

Result under test: the lower two components carry w = (1 - gamma)/2 of
the norm, gamma = sqrt(1 - (Z alpha)^2), alpha = fine-structure constant.
Atomic units inside, c = 1/alpha; energies exclude the rest energy.
b is the ratio of the small to the large radial amplitude.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.linalg import eigh
from scipy.special import gamma as gamma_function

alpha = constants.fine_structure
c = 1.0 / alpha
hartree_ev = constants.physical_constants["Hartree energy in eV"][0]
rest_ev = constants.m_e * constants.c**2 / constants.e
charges = (1, 29, 47, 79)


def formulas(Z):
    g = np.sqrt(1.0 - (Z * alpha)**2)
    b = Z * alpha / (1.0 + g)
    return g, b, (1.0 - g) / 2.0, -c**2 * (1.0 - g)


# Cartesian Dirac matrices for the direct substitution test
pauli = [np.array([[0, 1], [1, 0]], complex),
         np.array([[0, -1j], [1j, 0]]),
         np.array([[1, 0], [0, -1]], complex)]
zero = np.zeros((2, 2))
dirac_alpha = [np.block([[zero, s], [s, zero]]) for s in pauli]
beta_minus_one = np.diag([0.0, 0.0, -2.0, -2.0])


def spinor(position, Z):
    g, b, _, _ = formulas(Z)
    r = np.linalg.norm(position)
    x, y, z = position / r
    radial = r**(g - 1.0) * np.exp(-Z * r)
    return radial * np.array([1.0, 0.0, 1j * b * z, 1j * b * (x + 1j * y)])


def equation_residual(Z, position):
    """Relative size of (H - E) psi, derivatives by finite differences."""
    energy = formulas(Z)[3]
    step = 1e-3 / Z
    psi = spinor(position, Z)
    h_psi = c**2 * beta_minus_one @ psi
    h_psi = h_psi - Z / np.linalg.norm(position) * psi
    for axis in range(3):
        d = np.zeros(3)
        d[axis] = step
        slope = (8 * (spinor(position + d, Z) - spinor(position - d, Z))
                 - spinor(position + 2 * d, Z)
                 + spinor(position - 2 * d, Z)) / (12 * step)
        h_psi = h_psi - 1j * c * dirac_alpha[axis] @ slope
    return (np.linalg.norm(h_psi - energy * psi)
            / (abs(energy) * np.linalg.norm(psi)))


def gaussian_ground_state(Z):
    """Diagonalize the radial Dirac operator for s1/2 states.

    Large functions r exp(-a r^2), small functions r^2 exp(-a r^2),
    both for r times the radial amplitude.
    """
    a = 0.015 * Z**2 * 2.0**np.arange(28)
    n = len(a)
    p = a[:, None] + a[None, :]

    def moment(k):
        return gamma_function((k + 1) / 2) / (2 * p**((k + 1) / 2))

    norm_l = 1 / np.sqrt(np.diag(moment(2)))
    norm_s = 1 / np.sqrt(np.diag(moment(4)))
    ll = np.outer(norm_l, norm_l)
    ss = np.outer(norm_s, norm_s)
    ls = np.outer(norm_l, norm_s)
    overlap_l = ll * moment(2)
    overlap_s = ss * moment(4)
    coupling = c * ls * 2 * a[:, None] * moment(4)
    H = np.block([[-Z * ll * moment(1), coupling],
                  [coupling.T, -2 * c**2 * overlap_s - Z * ss * moment(3)]])
    S = np.block([[overlap_l, np.zeros((n, n))],
                  [np.zeros((n, n)), overlap_s]])
    energies, vectors = eigh(H, S)
    # n states lie below the gap; the next one is the 1s state
    assert energies[n - 1] < -1.5 * c**2 < energies[n]
    large, small = vectors[:n, n], vectors[n:, n]
    fraction = small @ overlap_s @ small
    radii = np.array([0.5, 1.0, 2.0]) / Z
    shape = np.exp(-np.outer(radii**2, a))
    P = radii * (shape @ (norm_l * large))
    Q = radii**2 * (shape @ (norm_s * small))
    return energies[n], fraction, Q / P


# Weak-field estimate <p^2>/(4 c^2) from the Schroedinger 1s function
r, zeta = sp.symbols("r zeta", positive=True)
orbital = sp.exp(-zeta * r)
p_squared = sp.simplify(
    sp.integrate(sp.diff(orbital, r)**2 * r**2, (r, 0, sp.oo))
    / sp.integrate(orbital**2 * r**2, (r, 0, sp.oo)))

print(f"fine-structure constant alpha = {alpha:.9f} (dimensionless)")
print(f"electron rest energy = {rest_ev:.2f} eV")
fractions_numeric = []
worst_residual = worst_fraction = worst_energy = worst_ratio = 0.0
w_hydrogen = formulas(1)[2]
for Z in charges:
    g, b, w, energy = formulas(Z)
    assert g > 0.5  # the second exponent at the nucleus is excluded
    for point in ([0.3, -0.5, 0.7], [1.1, 0.4, -0.6]):
        residual = equation_residual(Z, np.array(point) / Z)
        worst_residual = max(worst_residual, residual)
    e_num, w_num, ratios = gaussian_ground_state(Z)
    fractions_numeric.append(w_num)
    worst_fraction = max(worst_fraction, abs(w_num / w - 1))
    worst_energy = max(worst_energy, abs(e_num / energy - 1))
    worst_ratio = max(worst_ratio, np.max(np.abs(ratios / b - 1)))
    # fraction equals binding energy over twice the rest energy
    assert abs(w_num / (-e_num / (2 * c**2)) - 1) < 2e-3
    weak = float(p_squared.subs(zeta, Z)) / (4 * c**2)
    # exact-to-weak-field factor, tested on the diagonalized state
    assert abs(w_num / weak - 2 / (1 + g)) < 2e-3
    print(f"Z = {Z}: Z alpha = {Z * alpha:.6f}, gamma = {g:.8f}")
    print(f"  amplitude ratio b = {b:.6f}")
    print(f"  small-component fraction w = {w:.6e} = {100 * w:.5f} percent")
    print(f"  w from diagonalization = {w_num:.6e}")
    print(f"  1s energy from formula = {energy * hartree_ev:.3f} eV")
    print(f"  weak-field estimate (Z alpha)^2/4 = {weak:.6e}")
    print(f"  exact w / weak-field estimate = {w / weak:.6f}")
    print(f"  w(Z)/w(1) = {w / w_hydrogen:.2f}, Z^2 = {Z**2}")

print(f"largest relative residual of Dirac equation = {worst_residual:.1e}")
print(f"largest relative deviation of w = {worst_fraction:.1e}")
print(f"largest relative deviation of energy = {worst_energy:.1e}")
print(f"largest relative deviation of local ratio = {worst_ratio:.1e}")

assert sp.simplify(p_squared - zeta**2) == 0
assert worst_residual < 1e-7
# the finite Gaussian set limits the next three comparisons
assert worst_fraction < 1e-3
assert worst_energy < 1e-3
assert worst_ratio < 2e-2
# growth faster than Z^2, from the diagonalized states of the heavy ions
scaled = np.array(fractions_numeric[1:]) / np.array(charges[1:])**2
assert np.all(np.diff(scaled) > 0)
print("every check passed")
```

Printed output:

```
fine-structure constant alpha = 0.007297353 (dimensionless)
electron rest energy = 510998.95 eV
Z = 1: Z alpha = 0.007297, gamma = 0.99997337
  amplitude ratio b = 0.003649
  small-component fraction w = 1.331302e-05 = 0.00133 percent
  w from diagonalization = 1.331302e-05
  1s energy from formula = -13.606 eV
  weak-field estimate (Z alpha)^2/4 = 1.331284e-05
  exact w / weak-field estimate = 1.000013
  w(Z)/w(1) = 1.00, Z^2 = 1
Z = 29: Z alpha = 0.211623, gamma = 0.97735132
  amplitude ratio b = 0.107024
  small-component fraction w = 1.132434e-02 = 1.13243 percent
  w from diagonalization = 1.132434e-02
  1s energy from formula = -11573.450 eV
  weak-field estimate (Z alpha)^2/4 = 1.119610e-02
  exact w / weak-field estimate = 1.011454
  w(Z)/w(1) = 850.62, Z^2 = 841
Z = 47: Z alpha = 0.342976, gamma = 0.93934432
  amplitude ratio b = 0.176851
  small-component fraction w = 3.032784e-02 = 3.03278 percent
  w from diagonalization = 3.032784e-02
  1s energy from formula = -30994.987 eV
  weak-field estimate (Z alpha)^2/4 = 2.940806e-02
  exact w / weak-field estimate = 1.031276
  w(Z)/w(1) = 2278.06, Z^2 = 2209
Z = 79: Z alpha = 0.576491, gamma = 0.81710360
  amplitude ratio b = 0.317258
  small-component fraction w = 9.144820e-02 = 9.14482 percent
  w from diagonalization = 9.144808e-02
  1s energy from formula = -93459.867 eV
  weak-field estimate (Z alpha)^2/4 = 8.308543e-02
  exact w / weak-field estimate = 1.100653
  w(Z)/w(1) = 6869.08, Z^2 = 6241
largest relative residual of Dirac equation = 4.1e-10
largest relative deviation of w = 1.3e-06
largest relative deviation of energy = 5.1e-07
largest relative deviation of local ratio = 3.3e-06
every check passed
```
